Cabrera-Mott oxide growth: field-lowered ion injection and the inverse-logarithmic law, part 2

A metal carries a compact oxide film of uniform thickness X, a few nanometres at low temperature. Electrons cross quickly and charge the outer surface; cations of charge +qe enter from the metal and form new oxide outside. We seek X as a function of time t.

The coordinate z runs outward from the metal surface at z = 0, e > 0 is the elementary charge, kT the thermal energy and ε = ε_r ε₀ the oxide permittivity. V is the potential of the metal minus that of the outer surface. Without charge in the film, the outward field is E = V/X.

A cation enters over a barrier W whose top lies a distance a from the well; inside the oxide the barrier is U. There are N_s injection sites per area, ν is the attempt frequency and Ω the oxide volume per cation. Part (d) gave

dX/dt = u₀ exp(X₁/X), u₀ = N_s Ων exp(−W/kT), X₁ = qeaV/kT.

With y = X₁/X, this holds for y well above 1 and W − qeaV/X well above kT. From thickness X₀ at t = 0, part (e) gave

u₀t = X E₂(X₁/X) − X₀ E₂(X₁/X₀),

where E₂(y) = ∫₁^∞ exp(−yu)/u² du. The X₀ term is negligible and is dropped.

Part (i) also needs:

**(a)** Drifting voltage, with V₀ constant and a fraction θ of N_O acceptor sites per area occupied:

V = V₀ − (kT/e) ln[θ/(1 − θ)], with θ = εV/(eN_O X).

**(b)** Cosine barrier:

H = W[√(1 − f²) − f arccos f], f = 2qeaE/(πW).

**(c)** Field at the metal for uniform charge density ρ in the film:

E(0) = V/X − ρX/(2ε).

Example, indium at 300 K: q = 3, V = 1.00 V, a = 0.20 nm, W = 1.30 eV, U = 0.70 eV, kT = 0.02585 eV, ε_r = 9, ν = 10¹³ s⁻¹, Ω = 0.032 nm³, N_s = N_O = 10 nm⁻², X₀ = 0.60 nm, X₁ = 23.2 nm, u₀ = 4.6 × 10⁻¹⁰ nm/s.

**(f) Find the relation between 1/X and ln t for X ≪ X₁, and bound the error of its slope.**

Solution. We need E₂ at large argument. Insert 1/u² = ∫₀^∞ s exp(−su) ds into the definition and integrate over u first:

exp(y)E₂(y) = ∫₀^∞ s ds ∫₁^∞ exp[−y(u − 1) − su] du = ∫₀^∞ s exp(−s)/(s + y) ds.

The weight s exp(−s) is positive, has the integral 1 and the mean value 2. The function 1/(s + y) is convex in s. By Jensen's inequality its average exceeds its value at the mean:

exp(y)E₂(y) > 1/(y + 2).

For an upper bound write s/(s + y) = 1 − y/(s + y). The weight is now exp(−s), with integral 1 and mean 1, so the average of 1/(s + y) exceeds 1/(y + 1). Hence

exp(y)E₂(y) < 1 − y/(y + 1) = 1/(y + 1).

Define S(y) = y exp(y)E₂(y). The two bounds become

y/(y + 2) < S(y) < y/(y + 1).

Thus S is below 1 and tends to 1 for large y. Expanding y/(s + y) ≈ 1 − s/y under the integral gives S ≈ 1 − 2/y, because ∫₀^∞ s² exp(−s) ds = 2.

In terms of S the solution reads u₀t = (X/y) exp(−y) S. Since X/y = X²/X₁,

t = [X²S/(u₀X₁)] exp(−X₁/X).

Taking the logarithm and solving for 1/X gives

1/X = (1/X₁){ln[X²S/(u₀X₁)] − ln t}.

For X ≪ X₁ the factor S can be set to 1. The first logarithm varies slowly, because X changes little while t changes by decades. If it is treated as constant, the result is the Cabrera-Mott law

1/X = A − B ln t, B ≈ 1/X₁ = kT/(qeaV).

The argument of each logarithm is understood as a number in fixed units; a change of the unit of time changes A.

The law is asymptotic, because A contains X. The local slope follows from the rate equation without approximation:

−d(1/X)/d ln t = (t/X²) dX/dt = (u₀t/X²) exp(y) = S/X₁.

The last step uses u₀t exp(y) = X²S/X₁. The slope is therefore smaller than 1/X₁, by a fraction of about 2/y at large y. The reason is that A grows with ln X² and partly offsets the fall of −ln t.

The bounds on S also give a useful rule for data. If B is the measured local slope at thickness X, then 1/B = X₁/S, and dividing X₁ by each bound gives

X₁ + X < 1/B < X₁ + 2X.

Within this model X₁ thus lies between 1/B − 2X and 1/B − X. Setting X₁ = 1/B makes it too large by between one and two film thicknesses.

**(g) How far can a straight line in ln t be trusted?**

Solution. Let L = ln t. The slope found above is dy/dL = −S(y). A second differentiation gives

d²y/dL² = −S′(y) dy/dL = S S′.

From S = ∫₀^∞ s exp(−s) y/(s + y) ds we obtain

S′ = ∫₀^∞ s² exp(−s)/(s + y)² ds.

This is positive. Replacing (s + y)² by the smaller y² shows that it is below 2/y². The plot of 1/X against ln t is therefore convex and lies above each of its tangents. Let the tangent touch at a reference time t_r, where y = y_r and S = S_r. Taylor's theorem with remainder gives

y = y_r − S_r ΔL + (1/2)(S S′)(ΔL)², ΔL = ln(t/t_r),

with S S′ taken at some intermediate point. Since S < 1, the error of the tangent in y is positive and smaller than (ΔL)²/y_min², where y_min is the smallest y between the two times. The line works when the logarithmic span is small compared with y_min.

The tangent reaches 1/X = 0 at ΔL = y_r/S_r. For the reference time 10³ s in the example this is 12.53/0.870 = 14.4, or t = 1.8 × 10⁹ s. An infinite thickness after some 57 years is an artefact of the line. The rate equation itself gives a rate that falls as X grows, so X stays finite at every finite time.

**(h) Evaluate the growth in the example. What voltage would a straight-line fit suggest?**

Solution. The exact relation of part (e), solved for X, gives

| t (s) | X (nm) | y | field (MV/cm) | rate (nm/s) |
|---|---|---|---|---|
| 1 | 1.24 | 18.7 | 8.1 | 6.0 × 10⁻² |
| 10² | 1.59 | 14.6 | 6.3 | 9.7 × 10⁻⁴ |
| 10³ | 1.85 | 12.5 | 5.4 | 1.3 × 10⁻⁴ |
| 10⁴ | 2.20 | 10.6 | 4.5 | 1.8 × 10⁻⁵ |
| 10⁵ | 2.69 | 8.6 | 3.7 | 2.6 × 10⁻⁶ |

Over five decades in time the thickness little more than doubles, while the rate falls by a factor of about 23 000. Between 1 s and 10 s, 1/X falls by 0.0895 nm⁻¹, and between 10⁴ s and 10⁵ s by 0.0831 nm⁻¹. The slope 1/X₁ would give 2.303/23.2 = 0.099 nm⁻¹ per decade. Both the smaller slope and its slow decrease follow from S, which goes from 0.91 at 1 s to 0.82 at 10⁵ s.

The tangent at 10³ s predicts 2.72 nm at 10⁵ s, against 2.69 nm from the full solution. The error in y is 0.095, and the bound of part (g) is (4.61/8.62)² = 0.285.

A least-squares line through the thicknesses at the six decades from 1 s to 10⁵ s has B = 0.0377 nm⁻¹, or 1/B = 26.5 nm. Reading this as X₁, with a and q known, gives V = 26.5/23.2 = 1.14 V, which is 14 % above the true 1.00 V. For data that follow this law, with a linear barrier and constant V, the rule of part (f), applied with the local slope at 10³ s, does better; part (i) shows cases where it does not. There 1/B = 23.2/0.870 = 26.7 nm and X = 1.85 nm, so X₁ lies between 23.0 and 24.8 nm. The true value, 23.2 nm, is near the lower end, as expected from S ≈ 1 − 2/y.

**(i) Estimate what the model leaves out, and compare it with real indium.**

Solution. We take the effects at 10⁵ s, where the model gives 2.69 nm.

Barrier shape and voltage. With the cosine barrier of part (b), the thickness is 2.59 nm, or 4 % less. With the drifting voltage of part (a), it is 2.70 nm. Both are small changes in thickness. The slope is more sensitive. With the cosine barrier the well-to-top distance is shortened by about a tenth, the interval of part (f) at 10³ s becomes 20.3 to 22.1 nm and misses the true 23.2 nm, and the straight-line fit gives 1.01 V because two errors nearly cancel. With the drifting voltage the interval is 22.3 to 24.1 nm.

Electron supply. Let electrons of free mass m tunnel through a mean barrier φ = 1.0 eV, with κ = √(2mφ)/ħ = 5.12 nm⁻¹. For lateral wavenumber p the transmission is about exp[−2X√(κ² + p²)]. Summing over lateral states, with s = √(κ² + p²) and p dp = s ds, gives the conductance per area

G = (2e²/h)(1/2π) ∫_κ^∞ s exp(−2Xs) ds = (2e²/h)[κ/(4πX)][1 + 1/(2κX)] exp(−2κX).

Growth needs the electron current density qe(dX/dt)/Ω. Divided by G, this is the voltage lost in driving the electrons: 3 × 10⁻⁶ V at 2.69 nm. It reaches kT/e at 3.8 nm. Beyond that thickness electron equilibrium, and with it the constant V, can no longer be assumed. The surface levels are treated here like a second metal, so the limit is an estimate. Moreover, G counts only electrons at the Fermi level. This is reasonable if the barrier rises outward with the 1 V drop, from 0.5 eV at the metal to 1.5 eV at the surface. Over a flat barrier of 1.0 eV, thermally excited electrons could keep up the supply in thicker films. The limit also depends strongly on the mass. Electrons in the conduction band of indium oxide have an effective mass of roughly 0.2 to 0.3 m, and with such a mass in κ the limit moves out to about 7 to 9 nm.

Temperature. At 320 K, with W and V held fixed, the formula gives 3.59 nm after 10⁵ s. With the free mass, the same estimate of G then requires about 0.07 V to drive the electrons. Thermally excited electrons, which G leaves out, reduce this to about 0.03 V. The loss is then comparable to kT/e, and 3.59 nm may be somewhat too large. With the lighter effective mass the loss is negligible.

Discrete surface charges. The surface charge at 2.69 nm is 0.185 e/nm², so the charges are about 2.3 nm apart, close to the film thickness. For a lateral ripple of wavenumber p, the potential is proportional to sinh(pz) in the oxide and decays as exp(−pz) outside. Gauss's law at the surface then gives the ripple of the field at the metal, relative to that of the surface charge, as

h(p) = 1/[cosh(pX) + sinh(pX)/ε_r].

A square array of spacing d has four longest waves, with p = 2π/d. Together they raise the field by at most 4h = 0.5 %. Charges placed at random with density n_c have the relative variance (1/2πn_c)∫₀^∞ p h² dp, which gives an rms variation of 27 %. Since the rate contains exp(y), a Gaussian estimate of its mean gain is exp[(8.62 × 0.266)²/2] ≈ 14. If that gain held throughout, the thickness would be 3.6 nm, a third more than the uniform model gives. The Gaussian form leaves out the skewness of the field, which raises the average, while the gain itself falls as the film thickens. The full average over random positions gives a gain of about 50 at 2.69 nm, and with the gain following the thickness the film reaches about 3.4 nm. The Gaussian figure is therefore a rough guide and not a bound. Two charges at the mean spacing repel each other with 0.06 eV, or 2.3 kT. That favours spacing but hardly a perfect array, and I conjecture that the true gain lies between the two cases. If the charges can rearrange and are in equilibrium at 300 K, the rms variation is about 6 % and the gain about 1.15, much nearer to that of the array. Only if they are frozen in nearly at random would the gain be one of the largest effects estimated here at 300 K.

Discreteness also changes V itself. In a square array the charges avoid one another, which lowers the energy per charge below the smeared value by 1.95 e²/(4πε₀ε̄d), with ε̄ = (ε_r + 1)/2 and d = n_c^(−1/2). The energy per area then contains a term proportional to n_c^(3/2). Its derivative with respect to n_c shows that, for a perfect array without mixing entropy, the quantity V − (0.84 V nm)√n_c stays fixed instead of V, where n_c = εV/(eX). With V = 1 V at 2 nm, V falls from about 1.24 V at 1 nm to 0.93 V at 2.69 nm. The thickness would be 1.39 nm at 1 s and 2.59 nm at 10⁵ s. The fall of 1/X between these times is then about a quarter smaller than at constant V, so a voltage read from the slope suffers more than the thickness does: the straight-line fit would give about 1.5 V. The effect does not need perfect order. At 2.69 nm, mobile charges in equilibrium at 300 K lie about 0.22 eV per charge below the smeared energy, against 0.24 eV for the array.

The real case. Native oxide on indium at room temperature is roughly a few nanometres thick, and the example falls in that range. This is no test of the model, because W was chosen to give slow growth there. The values of Ω, ε_r and V are of a typical size, whereas W, a, U, the tunnel barrier φ and the acceptor density N_O are not known independently. Taking every surface atom as an injection site is generous. Since X depends on time through u₀t, having one active site in a hundred would give after 10⁵ s the thickness listed for 10³ s, 1.85 nm. The fields of 4 to 8 MV/cm would endanger many thick insulators. Here, however, an electron gains at most about 1 eV in crossing the film, less than the oxide gap of roughly 3 eV, so it cannot create electron-hole pairs by impact. The assumption most open to doubt is a charge-free film, because indium oxide readily contains donors. A density of 10¹⁹ cm⁻³ of singly charged donors would, by the formula of part (c), lower the field at the metal by about 7 % at 2.69 nm. This lowers y by 0.6 and roughly halves the rate. By dX/X = (S/y) d ln t, the thickness then changes by about 6 % if the halving is applied to the whole growth, and by less in fact, since the effect is weaker in thinner films. At ten times that density the correction to the field is no longer small, and the law in its present form fails.

The remaining input values and intermediate results are in the numerical output below.

Computed values

```
INPUTS (rough values for indium and its oxide)
ion valence q = 3; temperature = 300 K
well-to-top distance a = 0.20 nm
electrostatic drop V = 1.00 V
injection barrier W = 1.30 eV
barrier inside the oxide = 0.70 eV
injection sites Ns = 10 per nm2
oxide volume per cation = 0.032 nm3
attempt frequency = 1.0e+13 1/s
starting thickness X0 = 0.60 nm
relative permittivity = 9
surface acceptor sites = 10 per nm2
mean tunnel barrier = 1.00 eV, free mass
GROWTH
kT = 0.02585 eV
X1 = 23.209 nm; u0 = 4.636e-10 nm/s
thickness where W - qaV/X = 0: 0.462 nm
t (s) | X (nm) | y | field (MV/cm) | rate (nm/s) | S
1e+00 | 1.2422 | 18.684 | 8.05 | 6.032e-02 | 0.9072
1e+01 | 1.3976 | 16.606 | 7.16 | 7.552e-03 | 0.8973
1e+02 | 1.5947 | 14.554 | 6.27 | 9.698e-04 | 0.8850
1e+03 | 1.8519 | 12.533 | 5.40 | 1.285e-04 | 0.8698
1e+04 | 2.1996 | 10.551 | 4.55 | 1.772e-05 | 0.8502
1e+05 | 2.6918 | 8.622 | 3.71 | 2.574e-06 | 0.8244
leading-form time at final X = 1.2129e+05 s
STRAIGHT LINE IN ln t
tangent at 1e3 s: X at 1 s = 1.2518 nm
tangent at 1e3 s: X at 1e5 s = 2.7218 nm
error in y at 1e5 s = 0.0948, bound = 0.2853
tangent gives infinite X at t = 1.81e+09 s
fitted slope B = 0.03769 1/nm; 1/B = 26.533 nm
apparent V from 1/B = 1.143 V
NEGLECTED EFFECTS, at 1e5 s unless stated
X with cosine barrier = 2.5942 nm
V at 1 nm = 0.9819 V; at final X = 1.0076 V
X with drifting V (1 V at 2 nm) = 2.7046 nm
reverse/forward jump ratio = 3.24e-08
relative field change by ions = 4.55e-08
electron overpotential = 3.03e-06 V
X where that overpotential is kT/e = 3.784 nm
X at 320 K = 3.5932 nm
surface charge = 0.1848 e/nm2; spacing = 2.326 nm
peak field excess, square array = 0.50 %
rms field variation, random charges = 26.6 %
Gaussian rate gain, random charges = 13.9
X if that gain held throughout = 3.57 nm
pair repulsion at mean spacing = 0.0602 eV = 2.33 kT
```
